# The 10-to-90 percent time ratio for an Avrami exponent of three

## Question

I am working through an exercise on the conversion of a titanium disilicide film from its C49 phase to its C54 phase during an isothermal anneal. The transformed fraction is supposed to follow the Avrami law with exponent three, and I have to show that the time to 90 percent transformation is about 2.8 times the time to 10 percent.

No rate constant is given, so I don't see how a number can come out. I tried two things. First, I took $X\propto t^3$, so that nine times the fraction needs $9^{1/3}$ times the time, which is only a little more than 2. Then I took logarithms of the untransformed fractions and got 21.85, which is far too large.

What is the correct argument? Why would a thin film have an exponent of three in the first place? And if I measure the two times on a real film or on a patterned line, can I use 2.8 as a check?

## Answer

Your second attempt is one step from the end: 21.85 is the ratio of the *cubes* of the two times. The first attempt uses a law that holds only while little has transformed.

### The ratio

Let $X(t)$ be the transformed fraction, running from 0 to 1, at constant temperature. The Avrami law is

$$X(t)=1-e^{-(kt)^n},$$

where $k$ is a rate constant in s$^{-1}$ and $t$ is counted from the moment at which nucleation starts. Some people write the exponent as $Kt^n$. That is the same law with $K=k^n$.

To find the time at which a given fraction is reached, isolate the exponential and take the logarithm:

$$1-X=e^{-(kt)^n}\quad\Rightarrow\quad -\ln(1-X)=(kt)^n .$$

The left side is positive because $1-X<1$. Taking the $n$th root and dividing by $k$ gives

$$t_X=\frac{1}{k}\left[-\ln(1-X)\right]^{1/n}.$$

Now put in the two fractions. At 10 percent transformation, 90 percent remains, so

$$-\ln(0.9)=\ln\frac{10}{9}=0.10536 .$$

At 90 percent transformation, 10 percent remains, so

$$-\ln(0.1)=\ln 10=2.30259 .$$

Both times carry the same factor $1/k$, which cancels on division:

$$\frac{t_{90}}{t_{10}}=\left[\frac{\ln 10}{\ln(10/9)}\right]^{1/n}=(21.854)^{1/n}.$$

For $n=3$,

$$\boxed{\frac{t_{90}}{t_{10}}=(21.854)^{1/3}=2.796\approx 2.8}$$

You can confirm this by hand, since $2.8^3=21.95$. The rate constant sets the time scale, so it stretches both times equally. The exponent sets the shape of the curve, and the ratio depends on the shape alone.

Your first attempt corresponds to expanding the exponential for $kt\ll1$, where $X\approx(kt)^3$. That counts the growth of each grain as if the others were absent. By 90 percent the grains have run into one another and little material is left to convert, so the last part takes longer than the early law suggests.

### Where an exponent of three comes from

Consider a film that is thin compared with the lateral size of the new grains. Suppose that

- nuclei appear at random positions, at a constant rate $J$ per unit of untransformed area;
- each grows as a disc whose radius increases at constant speed $v$;
- growth stops where two grains meet.

Choose a point in the film and ask whether it is still untransformed at time $t$. A nucleus born at time $s$ has had a time $t-s$ to grow, so it can have reached the point only if it was born within a distance $v(t-s)$. The dangerous births therefore lie in a disc of area $\pi v^2(t-s)^2$, which shrinks to zero as $s$ approaches $t$.

There is one difficulty: real nuclei appear only in untransformed material. Suppose we also allow fictitious nuclei to appear, at the same rate, in transformed material. Let fictitious nucleus $i$ be born at position $\mathbf r_i$ and time $t_i$, inside a grain $j$ that started at $\mathbf r_j$ and $t_j$. Being inside that grain means

$$t_i\ge t_j+\frac{|\mathbf r_i-\mathbf r_j|}{v}.$$

The fictitious disc would reach a point $\mathbf r$ at the time

$$t_i+\frac{|\mathbf r-\mathbf r_i|}{v}\ \ge\ t_j+\frac{|\mathbf r_i-\mathbf r_j|+|\mathbf r-\mathbf r_i|}{v}\ \ge\ t_j+\frac{|\mathbf r-\mathbf r_j|}{v}.$$

The last step is the triangle inequality. The fictitious disc never gets ahead of the grain that contains it, so it changes no transformation time. We may count births at the uniform rate $J$ everywhere.

The expected number of births that could have reached our point is then

$$X_e(t)=\int_0^t J\,\pi v^2(t-s)^2\,ds .$$

With $u=t-s$, the minus sign in $ds=-du$ is absorbed by reversing the limits:

$$X_e=\pi Jv^2\int_0^t u^2\,du=\frac{\pi Jv^2t^3}{3}.$$

To get the probability that *none* of these births occurred, divide the allowed region of position and time into small cells. A cell of area $dA$ and duration $ds$ stays empty with probability $1-J\,dA\,ds\approx e^{-J\,dA\,ds}$. The cells are independent, so their probabilities multiply and the exponents add up to $-X_e$. Hence

$$1-X=e^{-X_e},\qquad k^3=\frac{\pi Jv^2}{3},\qquad n=3 .$$

Two powers of time come from growth in the plane and one from continuing nucleation. The value $n=3$ does not identify this mechanism uniquely. If $N$ nuclei per unit volume are all present at the start and grow as spheres in a thick sample, the expected number within reach is $N\,4\pi(vt)^3/3$, which is also cubic in time.

### A film with numbers

Take a 50 nm film at 973 K (700 °C), with $v=20$ nm/s $=0.020$ µm/s and $J=10^{-4}$ µm$^{-2}$ s$^{-1}$. Then

$$k^3=\frac{\pi(10^{-4})(0.020)^2}{3}=4.189\times10^{-8}\ \mathrm{s^{-3}},$$

so $k=3.473\times10^{-3}$ s$^{-1}$ and $1/k=287.9$ s. The cube roots of the two logarithms are 0.4723 and 1.3205, which give

$$t_{10}=0.4723\times287.9\ \mathrm{s}=136.0\ \mathrm{s}\quad(2.27\ \mathrm{min}),$$

$$t_{90}=1.3205\times287.9\ \mathrm{s}=380.2\ \mathrm{s}\quad(6.34\ \mathrm{min}).$$

The same model predicts the grain size. Real nuclei form at the rate $J(1-X)$ per total area, so the final density is

$$\rho=J\int_0^\infty e^{-(kt)^3}dt=\frac{J}{k}\int_0^\infty e^{-q^3}dq,\qquad q=kt .$$

Setting $y=q^3$, so that $dq=\tfrac13y^{-2/3}dy$, turns the last integral into $\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)$. Thus $\rho=J\,\Gamma(4/3)/k=0.0257$ µm$^{-2}$, and the typical spacing $\rho^{-1/2}$ is 6.2 µm. This is much larger than the film thickness, as the disc picture requires.

A direct simulation tests the argument without using the Avrami law. In 16 periodic squares of side 200 µm, nuclei were created at random, and those landing in transformed material were rejected. The pooled result was $t_{10}=136.9$ s, $t_{90}=380.1$ s and a ratio of 2.777. The standard error, estimated from the scatter between squares, is 0.012, so the ratio lies about 1.6 standard errors below 2.796. The grain density was 0.0258 µm$^{-2}$.

### Using the ratio as a check on data

Call the measured ratio $r$. Taking the logarithm of $r=(21.854)^{1/n}$ and solving for $n$ gives

$$n=\frac{\ln 21.854}{\ln r}.$$

The ratios for $n=1,2,3,4$ are 21.85, 4.67, 2.80 and 2.16. Low exponents are easy to tell apart and high ones less so. For a small error $\delta r$, differentiation gives

$$\frac{\delta n}{n}=-\frac{1}{\ln r}\frac{\delta r}{r}.$$

Near $r=2.8$, which is close to $e$, $\ln r$ is close to 1. A given percentage error in the ratio therefore produces about the same percentage error in $n$, with opposite sign. A ratio 5 percent too low gives $n=3.16$, and one 5 percent too high gives $n=2.86$.

Two times always yield *some* $n$. They cannot show that the Avrami law holds between them; for that you need intermediate points. The check also needs $X$ itself. Sheet resistance is not linear in $X$: in a two-dimensional effective-medium (Bruggeman) model in which the new phase conducts four times better than the old, reading $X$ linearly from the resistance gives a ratio of 2.89, and reading it linearly from the conductance gives 2.30.

### Patterned lines

In a line of width $w$ much smaller than $vt$, a grain soon spans the width and can then grow only along the line. A nucleus born at $s$ reaches our point if it lies within $v(t-s)$ on either side, in an area $2wv(t-s)$. Therefore

$$X_e=\int_0^t J\,2wv(t-s)\,ds=Jwvt^2 .$$

The exponent is now two, and the ratio is $\sqrt{21.854}=4.67$. For $w=0.5$ µm, setting $X_e=\ln10$ gives

$$t_{90}=\sqrt{\frac{2.303}{10^{-4}\times0.5\times0.020}}\ \mathrm{s}\approx1.52\times10^3\ \mathrm{s},$$

four times the value for the wide film.

For intermediate widths, the disc of dangerous births must be cut off at the line edges and the result averaged across the line. With $J$ and $v$ held fixed, and no extra nucleation at the edges, this gives:

| Width (µm) | $t_{10}$ (s) | $t_{90}$ (s) | Ratio | Apparent $n$ |
|---|---|---|---|---|
| 0.5 | 325 | 1518 | 4.67 | 2.00 |
| 5 | 146 | 506 | 3.48 | 2.48 |
| 50 | 137 | 389 | 2.85 | 2.95 |

The relevant comparison is between $w$ and the distance grown. In the wide film, the oldest grain has a radius of 2.7 µm at $t_{10}$, so a 5 µm line is already in the crossover. Its apparent exponent of 2.48 is a two-point average over a changing shape, not a new growth law.

If you measured 325 s for 10 percent in the 0.5 µm line and multiplied by 2.796, you would stop at 909 s. The model needs 1518 s, so the anneal would be about 600 s too short.

### Other ways to miss 2.8

**Incubation.** If nucleation begins only after a delay $\tau$, but your clock starts at the beginning of the anneal, both readings increase by $\tau$. Adding the same positive time to both lowers their ratio, because $t_{10}(t_{90}+\tau)<t_{90}(t_{10}+\tau)$ whenever $t_{10}<t_{90}$. For $\tau=20$ s the example gives

$$\frac{400.2}{156.0}=2.57,$$

which would be read as $n=3.27$. Subtracting the delay restores 2.80 when nucleation switches on sharply. If the rate instead rises gradually, as $J(1-e^{-s/\tau})$, subtracting $\tau$ leaves 2.84 for $\tau=20$ s and 3.06 for $\tau=50$ s.

**Uneven temperature.** Suppose the temperature is spread uniformly over ±5 K across the wafer, and $k\propto e^{-E/k_BT}$ with a rough effective $E=4.5$ eV. The local rate constant is then 1.316 times its central value at the hot end and 0.758 times at the cold end. Each region has $n=3$, but the wafer average has $t_{10}=131.6$ s, $t_{90}=400.1$ s and a ratio of 3.04.

The reason for the broadening can be seen by writing $k=k_0e^{\xi}$, where $k_0$ is the central value and $\xi$ is distributed almost symmetrically about zero. With $y=(kt)^3$ we have $dy/d\xi=3y$, so the untransformed fraction $e^{-y}$ obeys

$$\frac{d^2e^{-y}}{d\xi^2}=9y(y-1)e^{-y}.$$

At the original $t_{10}$, $y<1$ over the whole spread. The curve is concave, averaging lowers the untransformed fraction, and 10 percent is reached earlier. At the original $t_{90}$, $y$ is 2.303 in the centre and still slightly above 1 at the cold end. The curve is convex, averaging raises the untransformed fraction, and 90 percent is reached later.

**Heating ramp.** Some transformation occurs before the plateau. For a ramp of 10 K/s, with the same 4.5 eV assumed for nucleation and growth, it is equivalent to a head start of 1.75 s. With the clock started at the plateau, the ratio becomes 2.82.

**Exhausted nucleation sites.** If all nuclei are present from the start, with density $N$ per area, the expected number within reach is $N\pi v^2t^2$. This gives $n=2$ and a ratio of 4.67 even in a wide film, so that ratio alone does not prove that line width is responsible. In the example this limit is remote if every grain corner can act as a site. With C49 grains of 200 nm and two grain corners per grain, there are about 50 possible sites per µm$^2$, against 0.0257 grains formed. Allowing for the used sites changes the ratio by less than 0.01 percent. So does the time taken to grow through the 50 nm thickness from nuclei at the lower interface. If only a small part of the corners is active, exhaustion matters: with the same initial $J$ but 0.05 active sites per µm$^2$ the ratio is 2.91, and with 0.03 it is 2.99.

**A different kind of reaction.** The ratio does not apply to a silicide layer that thickens as a flat front between metal and silicon. If diffusion through the layer controls the reaction, its thickness obeys $x^2\propto t$ from zero initial thickness. Going from 10 to 90 percent of the final thickness then takes the time ratio $(0.9/0.1)^2=81$.

### How this compares with a real film

The C49-to-C54 change in titanium disilicide is a real case in which nucleation and lateral growth matter. Film thicknesses of tens of nanometres, anneals near 700 °C and C54 grains of micrometre size are a reasonable rough setting. The values of $J$ and $v$ above are round model inputs, not measurements, and both can depend strongly on temperature and film preparation. In a patterned line the assumption of unlimited lateral growth can also fail: in this model, going from a wide film to a 0.5 µm line moves the ratio from 2.80 to 4.67.

So 2.8 is a sound check for a wide film in which nuclei keep forming at random positions, at a steady rate per untransformed area, and grow at constant speed. The temperature must also be uniform and constant, any incubation must be sharp, or short compared with $t_{10}$, and subtracted, the measured signal must be converted to the true fraction $X$, and the conversion must go to completion. For a narrow line, first compare its width with the distance $vt_{10}$ a grain has grown by the 10 percent point. If the width is much smaller, the ratio is 4.67 only when nucleation continues at a steady rate. If all nuclei are instead present from the start, with density $N$ per area, the expected number within reach is $2Nwvt$, so $n=1$ and the ratio is 21.85. Comparing the width with $vt_{90}$ is not enough: in this case a line with $vt_{90}=11.5\,w$ still has $vt_{10}=0.69\,w$, and its ratio is only 16.7. The numerical output below gives the remaining digits.

## Calculated quantities

```
ln 10 = 2.30259; ln(10/9) = 0.10536
ln 10 / ln(10/9) = 21.8543
k t10 = 0.4723; k t90 = 1.3205
t90/t10 for n = 3: 2.7958
rounding to 2.8 changes it by 0.15 percent
t90/t10 for n = 1: 21.854
t90/t10 for n = 2: 4.675
t90/t10 for n = 4: 2.162
n inferred if ratio is multiplied by 0.95: 3.158
n inferred if ratio is multiplied by 1.05: 2.864
J = 1.0e-04 per um^2 per s; v = 20 nm/s
film thickness = 50 nm; temperature = 973 K
k^3 = 4.1888e-08 s^-3; k = 3.4729e-03 s^-1; 1/k = 287.9 s
t10 = 136.0 s = 2.27 min
t90 = 380.2 s = 6.34 min
disc radius of oldest grain at t10 = 2.72 um
grain density = 0.0257 per um^2
grain spacing, density^(-1/2) = 6.24 um
quadrature t90/t10 = 2.7958
simulation: 16 squares of side 200 um
simulation: 16486 real nuclei out of 36616 tried
simulation t10 = 136.9 s; t90 = 380.1 s
simulation t90/t10 = 2.777, standard error 0.012
simulation grain density = 0.0258 per um^2
line 0.5 um wide: t10 = 325.3 s, t90 = 1517.6 s, ratio = 4.665, apparent n = 2.003
line 5 um wide: t10 = 145.7 s, t90 = 506.4 s, ratio = 3.475, apparent n = 2.476
line 50 um wide: t10 = 136.8 s, t90 = 389.4 s, ratio = 2.846, apparent n = 2.949
activation energy = 4.5 eV
rate factor at +5 K = 1.316; at -5 K = 0.758
head start from ramp = 1.75 s
C49 grain size = 200 nm; site density = 50 per um^2
incubation 20 s: t10 = 156.00 s, t90 = 400.23 s, ratio = 2.5656, apparent n = 3.274
temperature spread +-5 K: t10 = 131.60 s, t90 = 400.12 s, ratio = 3.0403, apparent n = 2.774
heating ramp 10 K/s: t10 = 134.25 s, t90 = 378.48 s, ratio = 2.8192, apparent n = 2.976
film thickness 50 nm: t10 = 136.01 s, t90 = 380.23 s, ratio = 2.7956, apparent n = 3.000
site exhaustion: t10 = 136.00 s, t90 = 380.25 s, ratio = 2.7960, apparent n = 3.000
```
